Why Homogeneous Strain Leaves the Twofold Spin Degeneracy of Silicon Intact

**Question.** A silicon transistor channel is pulled along [110]. The crystal is no longer cubic, the valence bands separate at the zone centre, and the conduction valleys are no longer equivalent. Spin-orbit coupling links spin to the orbital motion that the strain has altered. Why, then, does each bulk band not also split into two spin branches?

**Answer**

**What strain does to the atoms**

Silicon has two atoms in its primitive cell. Let R run over the lattice vectors, and put one sublattice at R and the other at R+d. A homogeneous strain ε multiplies every lattice vector by 1+ε. It may also shift one sublattice against the other by a vector u, because symmetry need not fix their separation once the crystal is strained. With d₀ the unstrained separation,

d = (1+ε)d₀ + u.

Now invert the crystal through the midpoint d/2, which is the map r → d−r. It acts on the two kinds of site as

R → d−R = (−R)+d,
R+d → d−(R+d) = −R.

Since −R is a lattice vector whenever R is, the first sublattice lands on the second and the second on the first. Both hold silicon, so the crystal is unchanged. Neither ε nor u had to be small or of special form. The argument uses two identical atoms per primitive cell and no cubic symmetry at all.

The cubic symmetry is indeed lost. Counting those of the 48 cubic point operations that map the crystal onto itself gives 48 without strain, 8 under [110] stress, and 2 under a general strain. The last two are the identity and inversion. If the two atoms are of different species, the corresponding counts are 24, 4 and 1, and inversion is absent from the start.

Strain also leaves time reversal alone. It moves nuclei, and a static arrangement of nuclei looks the same when motion is reversed. I assume that the electrons do not break either symmetry by themselves: there is no magnetic order and no reconstruction that enlarges the cell. I also exclude magnetic fields, macroscopic electric fields and surfaces.

**From the two symmetries to a pair of states**

In the one-electron description the Hamiltonian is

H = p²/2m + V(r) + (ħ/4m²c²) σ·(∇V×p),

where σ denotes the Pauli matrices. Let P be inversion through d/2, acting on position but not on spin. The atomic arrangement gives V(d−r) = V(r). Then ∇V and p both change sign, their cross product does not, and H is invariant.

Let T = iσ_y K be time reversal, where K is complex conjugation. It reverses p and σ and leaves the real potential V alone. The spin-orbit term contains one factor of each reversed quantity, so it is invariant too.

Each operation reverses the Bloch wavevector. A Bloch state obeys ψ(r+R) = e^(ik·R)ψ(r), so

(Pψ)(r+R) = ψ(d−r−R) = e^(−ik·R)(Pψ)(r).

Complex conjugation likewise turns e^(ik·R) into e^(−ik·R). Each symmetry alone therefore relates a state at k to one at −k, which says nothing about degeneracy at a general k. Their product,

Θ = PT,

returns the wavevector to k. It commutes with H, so Θψ has the same energy and the same wavevector as ψ.

It remains to show that Θψ is a different state. Applying P twice gives d−(d−r) = r, so P² = 1. Since iσ_y is a real matrix, T² = (iσ_y)² = −1. P acts on position without complex factors and so commutes with T. Hence

Θ² = P²T² = −1.

Θ is antiunitary, which means ⟨a|b⟩ = ⟨Θb|Θa⟩ for any two states. Take a = ψ and b = Θψ:

⟨ψ|Θψ⟩ = ⟨Θ²ψ|Θψ⟩ = −⟨ψ|Θψ⟩.

A number equal to its own negative is zero. The two states are orthogonal, and every level at every k is at least twofold degenerate.

"Spin degeneracy" needs some care here. With spin-orbit coupling the partners are not pure spin-up and spin-down states. Because σ changes sign under Θ, their spin expectation values are opposite, but they need not have full length. What survives is a Kramers pair. If the orbital level is nondegenerate, it turns into an ordinary up-down pair as spin-orbit coupling goes to zero. At an orbitally degenerate level it need not: the split-off pair at the zone centre of unstrained silicon keeps σ_z = ±1/3 however weak the coupling.

**Why strain moves a pair but cannot open it**

The same result can be seen from the side of the perturbation. Let W be the change in H caused by strain, written at fixed reduced wavevector so that both crystals have the same Bloch labels, and with the origin at the inversion centre d/2 of each crystal so that both have the same Θ. W commutes with Θ. Inside one pair its diagonal elements are equal:

⟨Θψ|WΘψ⟩ = ⟨Θψ|ΘWψ⟩ = ⟨Wψ|ψ⟩ = ⟨ψ|Wψ⟩.

The first step uses WΘ = ΘW, the second antiunitarity, and the third the Hermiticity of W. The off-diagonal element vanishes:

⟨ψ|WΘψ⟩ = ⟨ΘWΘψ|Θψ⟩ = ⟨WΘ²ψ|Θψ⟩ = −⟨Wψ|Θψ⟩ = −⟨ψ|WΘψ⟩ = 0.

Within the pair, W is a number times the unit matrix. It shifts both states together.

Between two different pairs strain has more freedom. Take the basis ψ₁, Θψ₁, ψ₂, Θψ₂ and let W now stand for the Hamiltonian, or effective Hamiltonian, acting in this four-dimensional space. The diagonal blocks are numbers times the unit matrix, by the result just found. Call these numbers e+h and e−h. For the block joining the pairs, define

α = ⟨ψ₁|Wψ₂⟩, β = ⟨ψ₁|WΘψ₂⟩.

The other two elements follow from antiunitarity:

⟨Θψ₁|WΘψ₂⟩ = ⟨Θψ₁|ΘWψ₂⟩ = ⟨Wψ₂|ψ₁⟩ = α*,
⟨Θψ₁|Wψ₂⟩ = ⟨ΘWψ₂|Θ²ψ₁⟩ = −⟨WΘψ₂|ψ₁⟩ = −β*.

So the joining block Q has rows (α, β) and (−β*, α*). The rows are orthogonal and have equal length, which gives

QQ† = Q†Q = (|α|²+|β|²)·1.

Now square W−e. Its diagonal blocks are +h and −h, and its off-diagonal blocks are Q and Q†. The mixed terms hQ−Qh cancel, leaving

(W−e)² = (h²+|α|²+|β|²)·1.

The eigenvalues of W−e are therefore plus or minus the root of this factor. The trace of W−e is zero, so each sign occurs twice:

E = e ± √(h²+|α|²+|β|²).

Four states have become two pairs, separated by

Δ = 2√(h²+|α|²+|β|²).

This is the situation at the top of the valence band. Without strain, cubic symmetry makes h, α and β vanish there and the level is fourfold. The [110] stress makes at least one of them nonzero. The formula has room for a separation between pairs and none for a splitting inside a pair.

**The number for a stressed channel**

Take uniaxial tension S = 1 GPa along [110], with rounded, rough silicon constants C₁₁ = 166, C₁₂ = 64 and C₄₄ = 80 GPa. The direction (1,1,0)/√2 gives stress components S/2 for xx, yy and xy, and zero for the rest. Since ε_xx = ε_yy, Hooke's law reads

S/2 = (C₁₁+C₁₂)ε_xx + C₁₂ε_zz,
0 = 2C₁₂ε_xx + C₁₁ε_zz,
S/2 = 2C₄₄ε_xy.

The second equation gives ε_zz = −2C₁₂ε_xx/C₁₁. Insert this into the first and use C₁₁²+C₁₁C₁₂−2C₁₂² = (C₁₁−C₁₂)(C₁₁+2C₁₂):

ε_xx = S C₁₁/[2(C₁₁−C₁₂)(C₁₁+2C₁₂)] = 166/(2·102·294) = 0.277 %,
ε_zz = −S C₁₂/[(C₁₁−C₁₂)(C₁₁+2C₁₂)] = −64/(102·294) = −0.213 %,
ε_xy = S/(4C₄₄) = 1/320 = 0.3125 %.

Here ε_xy is the tensor shear, half the engineering shear. It also displaces the sublattices. With the lattice constant a = 0.543 nm and a rough internal-strain parameter ζ = 0.53,

u_z = −ζaε_xy/2 = −0.53·543 pm·0.003125/2 = −0.45 pm.

The bands come from a nearest-neighbour tight-binding model with s, three p and one excited s* orbital per atom, each with two spins. Its parameters are rounded, rough silicon values, listed in the numerical output. Hopping falls as the inverse square of the bond length, and spin-orbit coupling on the p orbitals is set to give a split-off energy of 44 meV. Wavevectors are written k = (1+ε)⁻¹(2π/a)q, so that q labels the same reduced point before and after strain.

At the zone centre the fourfold valence level separates into two pairs

Δ = 34.3 meV

apart, so the root in the formula above is about 17 meV. At q = (0,0,1), the X point on the z axis, the lowest conduction level is also fourfold without strain and becomes two pairs 37.8 meV apart.

Inside the pairs nothing happens. Over 200 random wavevectors, the largest splitting within any pair is 2·10⁻¹⁴ eV, which is rounding error. The same holds beyond this one stress. For 25 random strains, with tensor components up to 3 %, sublattice shifts up to 10 pm per component and an added on-site crystal field, the largest splitting at 75 wavevectors is 3·10⁻¹⁴ eV.

The partners are visibly not pure spin states. Near the zone centre of the stressed crystal, at q = (0.01, 0.006, 0.003), the operator σ_z restricted to the top valence pair has eigenvalues −0.783 and +0.783. Pure spins would give −1 and +1. The size belongs to this model: a six-band k·p model with typical silicon deformation potentials, given below, yields about ±0.12 at the same point. The two values are opposite, as Θ requires, and the energies are equal all the same.

**Removing the causes one at a time**

The explanation names two symmetries, so taking them away should have consequences. The next four comparisons use one fixed general strain and the same three wavevectors, and quote the largest splitting inside a pair.

First make the atoms unlike, by setting their on-site energies 1 eV apart. Inversion is gone and time reversal remains. The pairs split by up to 3.5 meV. At q = (0,0,0), (0,0,1) and (½,½,½) they stay together, because there k and −k are equivalent and time reversal alone suffices.

Next keep the atoms unlike but switch off spin-orbit coupling. The splitting falls to rounding error. The Hamiltonian then does not contain spin, and each orbital state can be occupied with either spin direction at the same energy. The lack of inversion shows itself in the spin structure of the bands through spin-orbit coupling.

Then restore identical atoms and apply an exchange field of 0.1 eV, pointing the same way on both. Inversion remains and time reversal is gone. The pairs open by up to 200 meV, twice the field.

Finally reverse the exchange field on one of the two sublattices. Inversion exchanges the sublattices without turning spins, so it now fails. Time reversal turns spins without exchanging sublattices, so it fails too. Their product does both and remains a symmetry. The splitting is again rounding error. In silicon P and T both survive, which is enough, but the degeneracy needs only their product.

**The same stress in a crystal without inversion**

Strain is not harmless to spin degeneracy in general. Keep the unlike atoms and look at q = (0.3,0,0). Without strain the levels there are paired, although inversion is missing. Two mirror planes contain the x axis and are perpendicular to each other. Reflections in perpendicular planes act on spin as two different Pauli matrices, up to factors, and so anticommute:

M₁M₂ = −M₂M₁.

If a state were alone at its energy, both mirrors would have to multiply it by nonzero numbers m₁ and m₂, giving m₁m₂ = −m₁m₂. That is impossible, so the levels are at least double.

The [110] stress destroys both of these mirrors. The mirrors that survive interchange the x and y axes, up to sign, and do not keep this k. A half-turn about z, combined with time reversal, does keep it. But a half-turn applied twice gives −1 on spin, and so does T applied twice. The square of the combination is +1, and the orthogonality argument fails. Nothing protects the pairs, and they split by up to 4.1 meV under the same 1 GPa. In silicon the same stress at the same q gives no splitting. The difference is inversion, which this strain cannot remove from a crystal with two identical atoms per cell.

**Why the strain must be homogeneous**

The geometric argument assumed that every cell is deformed alike. Consider diamond-structure layers stacked along z with four successive spacings, repeated periodically. Inversion through the middle of a bond in the first gap exchanges the second and fourth spacings. Inversion through a bond in the second gap exchanges the first and third.

Stretch the spacings by 0, 1, 2 and 3 %. The second differs from the fourth and the first from the third, so no inversion centre is left. The pairs split by up to 0.39 meV at the three wavevectors. The size depends strongly on where one looks: elsewhere in the zone it reaches several meV, while the top valence pair near the zone centre splits by only about 0.05 meV. Stretch them instead by 0, 1, 2 and 1 %. The strain is still nonuniform, but the second and fourth spacings agree, inversion survives, and the splitting is rounding error. Inhomogeneous strain can lift the degeneracy, but need not.

The sawtooth is severe: strain changes by at least 1 % from one gap to the next, about 0.14 nm away. A strain difference of 0.5 % spread over 10 nm is a gradient more than a hundred times smaller. That does not make its effect smaller. A steady gradient tilts the band edges across the whole film, much as a field does. In a 10 nm film with an even number of layers and ε_zz rising by 0.5 %, the tight-binding model splits the top valence subband by up to about 2.5 meV, typically about 1 meV, for in-plane wavevectors of 0.2 to 0.8 nm⁻¹. A six-band k·p model gives maxima of 0.7 to 3 meV, depending on the stress. The 0.39 meV is an illustration of the symmetry argument and neither an estimate nor an upper bound for a device.

**How the numbers stand beside a real channel**

Stress of the order of 1 GPa is typical of strained silicon channels, and a valence separation of a few tens of meV is the right size for it. The thermal energy at 358 K, a warm chip, is 30.9 meV, so the lower valence pair is not empty. A six-band estimate for nondegenerate bulk holes gives it about 9 % of them under tension, against about 11 % for the same band without stress, so its small share comes mainly from its small density of states and not from the separation. The model value moves with its ingredients. Omitting the sublattice shift gives 34.6 meV. This closeness is accidental: the model's shear deformation potential d changes sign between ζ = 0 and ζ = 0.53, and ζ = 1 gives 26.7 meV. A hopping law with the inverse cube of bond length gives 35.5 meV. An on-site crystal field of −0.5 or +0.5 eV per bond gives 39.4 or 29.2 meV. These variations do not bound the error. The model has valence deformation potentials b = −3.1 eV and d = −2.0 eV, whereas typical silicon values are b ≈ −2.1 eV and d ≈ −4.85 eV. A six-band k·p model with the silicon values gives about 21 meV under 1 GPa of [110] tension and about 46 meV under the same compression. The 34.3 meV has the right order of magnitude and is not a value for silicon.

The valleys are described much less well. The model puts the conduction minimum on the k_z line 3.2 meV below that on the k_x line. A rough deformation potential of 9 eV for silicon, times the strain difference ε_zz−ε_xx = −0.49 %, gives about −44 meV. The sign agrees, but the model is too small by more than a factor of ten and should not be used for valley populations. The X-point separation comes from the same conduction bands and is not calibrated either. None of these errors touches the degeneracy, which rests on symmetry and not on the parameters.

A real channel breaks the assumptions chiefly through its gate field and its interface. To see how a loss of inversion acts on a pair, replace the field by a potential step between the two sublattices, as large as the potential change across one layer spacing. For 0.1 MV/cm and a layer spacing a/4,

eFa/4 = (10⁷ V/m)(0.136 nm)e = 1.36 meV.

Call this perturbation X. It is unchanged by T and reversed by P, so ΘX = −XΘ. The first step of the earlier diagonal calculation now brings a minus sign:

⟨Θψ|XΘψ⟩ = −⟨ψ|Xψ⟩.

The off-diagonal element is no longer forced to vanish. With v = ⟨ψ|Xψ⟩ and w = ⟨ψ|XΘψ⟩, the pair has first-order energies ±√(v²+|w|²), and its splitting is

δ = 2√(v²+|w|²).

This is linear in the field. At q = (0.31, 0.17, 0.08) in the stressed crystal the top valence pair splits by 2.5 μeV, and doubling the step doubles the splitting to within 2 %. This pair lies about 0.68 eV below the valence maximum; at random points within 50 meV of the maximum the splitting ranges from nearly zero to about 1.7 μeV, with a median near 0.7 μeV.

The 2.5 μeV is about 1/500 of the step itself, the values near the maximum are smaller still, and spin-orbit coupling is the reason they are not zero. Without it, take a nondegenerate orbital state φ. Inversion combined with plain complex conjugation returns φ up to a phase but reverses X, so ⟨φ|Xφ⟩ equals its own negative and vanishes. The element between opposite spins vanishes because X does not act on spin. Both v and w are then zero.

The sublattice step is a crude stand-in: it goes up and down from layer to layer, whereas the potential of a real field keeps rising. It also leaves out confinement and the interface, which can add splittings of their own. The step gives the crystal the symmetry of two unlike atoms, not that of a field along z: without strain it leaves the pairs along [100] unsplit, where a real field splits them. In a stressed film of 40 layers in the same model the step splits the top valence subband by up to about 1.5 μeV, while a steadily rising potential of 0.1 MV/cm splits it by up to about 2 meV, for in-plane wavevectors of 0.2 to 0.8 nm⁻¹; typical values over that range are about 0.25 μeV and 0.5 meV. The 2.5 μeV therefore shows only that a perturbation odd under Θ opens a pair; it does not predict the splitting in a transistor. A magnetic field acts on spin directly: 1 T splits the same pair by 116 μeV when its orbital effect is left out. The 2.5 μeV and the 116 μeV are far below the tens of meV by which the stress separates one bulk pair from the other. Confined holes are another matter: in a six-band k·p model of a triangular well on a (001) surface under the same stress, the top subband splits by up to about 3 meV at 0.1 MV/cm and by up to about 15 meV at 1 MV/cm, depending on direction, for in-plane wavevectors of 0.2 to 0.8 nm⁻¹. That splitting requires the asymmetric well. The stress only changes its size: without stress the values are about 2 and 9 meV. Hole channels along [110] are in practice compressed rather than pulled, and under 1 GPa of compression the values are of the same order, somewhat below those for tension. In the k·p model it vanishes when the well is symmetric. An atomistic film needs more than that. With an even number of (001) layers and equal surfaces it keeps an inversion centre and the pairs stay together. With an odd number it has none, and the tight-binding model with passivated surfaces splits the top valence subband even at zero field. For films of 11 to 41 layers the splitting over the same wavevectors is typically 0.2 to 0.8 meV, with maxima from about 1.5 meV to more than 10 meV that depend on thickness, stress and passivation.

Table of computed values

```
lattice constant: 0.543 nm; bond length: 0.2351 nm
on-site s, p, s*: -4.20, 1.72, 6.69 eV
hops ss, sp, s*p: -2.08, 2.48, 2.33 eV
hops pp sigma, pp pi: 2.72, -0.72 eV
split-off energy at Gamma: 44.0 meV
C11, C12, C44: 166, 64, 80 GPa
stress along [110]: 1.0 GPa; zeta: 0.53
strain xx = yy: 0.2768 %
strain zz: -0.2134 %
strain xy (tensor): 0.3125 %
sublattice shift u_z: -0.450 pm
point operations: unstrained, [110] stress, general strain
  identical atoms: 48, 8, 2
  unlike atoms: 24, 4, 1
unstrained model gap: 1.139 eV
stressed valence pairs at Gamma apart: 34.30 meV
stressed conduction pairs at X_z apart: 37.79 meV
minimum on kz line minus kx line: -3.22 meV
largest split inside a pair, 200 k: 2.1e-14 eV
same, 25 random strains, 75 k: 3.0e-14 eV
top valence pair near Gamma, sigma_z: -0.783, 0.783
controls, general strain, largest split inside a pair:
  unlike atoms (1 eV apart): 3.486 meV
  unlike atoms, no spin-orbit: 1.6e-14 eV
  uniform exchange 0.1 eV: 200.0 meV
  staggered exchange 0.1 eV: 1.6e-14 eV
unlike atoms at q = (0.3, 0, 0):
  unstrained: 7.7e-15 eV
  1 GPa along [110]: 4.1166 meV
plane waves, identical atoms: 1.2e-13 eV
plane waves, unlike atoms: 85.986 meV
four-layer cells, spacing strains in %:
  sawtooth 0, 1, 2, 3: 0.38604 meV
  symmetric 0, 1, 2, 1: 3.0e-14 eV
valence-pair separation if the model is changed:
  no sublattice shift: 34.64 meV
  hopping as d^-3, not d^-2: 35.53 meV
  crystal field -0.5 eV: 39.41 meV
  crystal field +0.5 eV: 29.18 meV
field 0.1 MV/cm, sublattice step: 1.357 meV
  top valence pair split at q = (0.31, 0.17, 0.08): 2.477 ueV
spin Zeeman split at 1 T, same pair: 115.7 ueV
thermal energy at 358 K: 30.9 meV
```
